# Quantum-classical free-energy difference of a quartic oscillator by path scaling

A particle of mass $m$ moves on a line with Hamiltonian

$$H=\frac{p^2}{2m}+V(x),\qquad V(x)=g\,x^4,\quad g>0,$$

at temperature $T$, with $\beta=1/(k_BT)$. Let $Z=\mathrm{Tr}\,e^{-\beta H}$ and $F=-k_BT\ln Z$. The classical partition function is the phase-space integral of $e^{-\beta H}$ divided by $2\pi\hbar$, and its free energy is $F_{cl}$. The quantity sought is $\Delta F=F-F_{cl}$.

Numerical answers use $\hbar=m=g=k_B=1$. The length unit $\ell$ follows from $\hbar^2/(m\ell^2)=g\ell^4$, so $\ell=(\hbar^2/mg)^{1/6}$, and the energy unit is $g\ell^4=(\hbar^4g/m^2)^{1/3}$. Take $\beta=4$, so that $k_BT=0.25$.

## Part (a): the classical reference

**Question.** Find $Z_{cl}$ in closed form and evaluate $F_{cl}$.

**Answer.** The momentum integral is $\int dp\,e^{-\beta p^2/2m}=\sqrt{2\pi m/\beta}$. In the position integral put $t=\beta g x^4$ for $x>0$, so that $dx=\tfrac14(\beta g)^{-1/4}t^{-3/4}dt$. The two half-lines contribute equally:

$$\int_{-\infty}^{\infty}dx\,e^{-\beta gx^4}=\tfrac12(\beta g)^{-1/4}\,\Gamma(\tfrac14)=2\,\Gamma(\tfrac54)(\beta g)^{-1/4},$$

because $\Gamma(\tfrac54)=\tfrac14\Gamma(\tfrac14)$. Dividing by $2\pi\hbar$,

$$Z_{cl}=\sqrt{\frac{m}{2\pi\beta\hbar^2}}\;2\,\Gamma(\tfrac54)(\beta g)^{-1/4}.$$

At $\beta=4$ this is $0.255691$, and $F_{cl}=-0.25\ln 0.255691=0.340946$.

## Part (b): separating the centroid

**Question.** Write $Z$ as an integral over a ring of $P$ beads. Separate the centroid from the fluctuations, show that the free-particle prefactor is the classical one for every $P$, and find the mean square free fluctuation of a bead.

**Answer.** Let $\tau=\beta/P$ and replace each factor $e^{-\tau H}$ by $e^{-\tau V/2}e^{-\tau p^2/2m}e^{-\tau V/2}$. The free kernel is

$$\langle x|e^{-\tau p^2/2m}|x'\rangle=\sqrt{\frac{m}{2\pi\tau\hbar^2}}\,e^{-m(x-x')^2/(2\tau\hbar^2)} .$$

Inserting positions between the factors, with $x_{P+1}=x_1$, gives the $P$-bead partition function

$$Z_P=\Big(\frac{mP}{2\pi\beta\hbar^2}\Big)^{P/2}\!\int d^Px\;e^{-\frac{mP}{2\beta\hbar^2}\sum_i(x_i-x_{i+1})^2-\frac{\beta}{P}\sum_iV(x_i)},$$

which tends to $Z$ as $P\to\infty$.

Write $x_i=c+\xi_i$ with $\sum_i\xi_i=0$. In orthonormal real Fourier modes $q_k$ of the ring, the sum of squared differences is $\sum_k4\sin^2(\pi k/P)\,q_k^2$. The mode $k=0$ is $q_0=\sqrt P\,c$ and costs no spring energy. The others are Gaussian with variances

$$\sigma_k^2=\frac{\beta\hbar^2}{4mP\sin^2(\pi k/P)},\qquad k=1,\dots,P-1 .$$

Normalising these Gaussians takes a factor $\prod_k\sqrt{2\pi\sigma_k^2}$ out of the integral. To evaluate it, let $\omega_k=e^{2\pi ik/P}$ and

$$f(z)=1+z+\dots+z^{P-1}=\prod_{k=1}^{P-1}(z-\omega_k).$$

Since $|1-\omega_k|=2\sin(\pi k/P)$, setting $z=1$ gives $\prod_k2\sin(\pi k/P)=P$. With $dq_0=\sqrt P\,dc$, the complete prefactor is

$$\Big(\frac{mP}{2\pi\beta\hbar^2}\Big)^{P/2}\sqrt P\;\frac1P\Big(\frac{2\pi\beta\hbar^2}{mP}\Big)^{(P-1)/2}=\sqrt{\frac{m}{2\pi\beta\hbar^2}} .$$

This is the momentum factor of $Z_{cl}$. Let $\langle\cdot\rangle_0$ be the normalised Gaussian average over $\xi$, and let a bar denote the mean over beads, $\overline{V(c+\xi)}=\frac1P\sum_iV(c+\xi_i)$. Then

$$\frac{Z_P}{Z_{cl}}=\frac{\int dc\,\big\langle e^{-\beta\overline{V(c+\xi)}}\big\rangle_0}{\int dc\,e^{-\beta V(c)}} .$$

All beads are equivalent, so $\langle\xi_i^2\rangle_0=\frac1P\sum_k\sigma_k^2$, which needs $S=\sum_k1/\sin^2(\pi k/P)$. The roots of $f$ give

$$\sum_k\frac1{(1-\omega_k)^2}=\Big(\frac{f'(1)}{f(1)}\Big)^2-\frac{f''(1)}{f(1)}=\frac{(P-1)^2}{4}-\frac{(P-1)(P-2)}{3}.$$

On the other hand, $1/(1-\omega_k)=\tfrac12+\tfrac i2\cot(\pi k/P)$. The real part of its square is $\tfrac14-\tfrac14\cot^2(\pi k/P)=\tfrac12-\tfrac14\sin^{-2}(\pi k/P)$, so the same sum equals $\tfrac12(P-1)-\tfrac14S$. Hence $S=(P^2-1)/3$ and

$$\langle\xi_i^2\rangle_0=\frac{\beta\hbar^2}{12m}\Big(1-\frac1{P^2}\Big).$$

For $\beta=4$ and $P=32$ it is $0.333008$. The root-mean-square fluctuation, about $0.58$, is comparable with the natural length of the oscillator.

## Part (c): the path-scaling integral

**Question.** Introduce a parameter $\lambda$ that multiplies the fluctuation but not the centroid. Derive an expression for the free-energy difference that contains averages but no partition functions. What is the sign of the integrand?

**Answer.** Define

$$Q(\lambda)=\frac{\int dc\,\big\langle e^{-\beta\overline{V(c+\lambda\xi)}}\big\rangle_0}{\int dc\,e^{-\beta V(c)}},\qquad \Delta F_P(\lambda)=-k_BT\ln Q(\lambda).$$

At $\lambda=0$ the path has shrunk to its centroid, $Q=1$ and $\Delta F_P=0$. At $\lambda=1$ the path has its full quantum extent, and $\Delta F_P(1)=-k_BT\ln(Z_P/Z_{cl})$. The quartic potential makes the integrals converge well enough for differentiation under the integral sign. The exponent contributes $-\beta\,\overline{\xi V'(c+\lambda\xi)}$, so

$$\frac{d\Delta F_P}{d\lambda}=-k_BT\,\frac{Q'(\lambda)}{Q(\lambda)}=\big\langle\,\overline{\xi\,V'(c+\lambda\xi)}\,\big\rangle_\lambda .$$

Here $\langle\cdot\rangle_\lambda$ is the normalised average with weight $e^{-\beta\overline{V(c+\lambda\xi)}}$ times the free Gaussian measure. The two minus signs cancel and $k_BT\beta=1$. Therefore

$$\Delta F_P=\int_0^1d\lambda\,\big\langle\,\overline{\xi\,V'(c+\lambda\xi)}\,\big\rangle_\lambda .$$

The identity holds at each $P$, and $\Delta F$ is its limit for $P\to\infty$.

Since $\overline\xi=0$, one may subtract $\overline{\xi V'(c)}=0$ from the estimator, which becomes $\overline{\xi\,[V'(c+\lambda\xi)-V'(c)]}$. For convex $V$, $V'$ is non-decreasing, so each term is non-negative for $\lambda\ge0$. The integrand is then non-negative, and spreading the path raises the free energy.

## Part (d): the exact integrand from one spectrum

**Question.** For $P\to\infty$, relate the integrand to the kinetic energy of a modified oscillator. Show that for the pure quartic potential the eigenvalues at $\lambda=1$ suffice for all $\lambda$, and evaluate $\Delta F$ from them.

**Answer.** The variances of $\lambda\xi$ are $\lambda^2\sigma_k^2\propto\lambda^2/m$. Scaling the path is therefore the same as replacing $m$ by $m/\lambda^2$ in the fluctuations, and the Hamiltonian becomes

$$H_\lambda=\lambda^2\frac{p^2}{2m}+V(x).$$

The classical partition function with mass $m/\lambda^2$ is $Z_{cl}/\lambda$. With $F(\lambda)$ the quantum free energy of $H_\lambda$,

$$\Delta F(\lambda)=F(\lambda)+k_BT\ln\frac{Z_{cl}}{\lambda}.$$

The derivative of $F(\lambda)$ is the thermal average of $\partial H_\lambda/\partial\lambda=(2/\lambda)K$, where $K=\lambda^2p^2/2m$. Hence

$$\frac{d\Delta F}{d\lambda}=\frac2\lambda\Big(\langle K\rangle_\lambda-\tfrac12k_BT\Big).$$

The integrand measures the kinetic energy in excess of its classical value.

For $V=gx^4$ substitute $x=\lambda^{1/3}y$. Then $p^2=\lambda^{-2/3}p_y^2$, and both terms acquire the same factor:

$$H_\lambda=\lambda^{4/3}\Big(\frac{p_y^2}{2m}+gy^4\Big),\qquad E_n(\lambda)=\lambda^{4/3}E_n .$$

Differentiating $F(\lambda)=-k_BT\ln\sum_ne^{-\beta\lambda^{4/3}E_n}$ gives $\frac{4}{3\lambda}\langle E\rangle_\lambda$, where $\langle E\rangle_\lambda$ is the mean energy of $H_\lambda$. Thus

$$\frac{d\Delta F}{d\lambda}=\frac1\lambda\Big(\tfrac43\langle E\rangle_\lambda-k_BT\Big).$$

Adding a term in $x^2$ would break the common factor, and a new diagonalization would be needed at each $\lambda$.

Diagonalizing $H$ in a harmonic-oscillator basis gives $E_0=0.667986$, $E_1=2.393644$ and $E_2=4.696795$. At $\beta=4$ the ground state contributes $e^{-2.671944}\approx0.069118$ to $Z$ and the first excited state about $0.000069$; the next term is of order $10^{-8}$. The sum is $Z=0.069187$, and

$$F=-0.25\ln0.069187=0.667735,$$

$$\Delta F=0.667735-0.340946=0.326789=1.307\,k_BT .$$

The thermal kinetic energy from the eigenvectors is $0.446480$, so the integrand at $\lambda=1$ is $2(0.446480-0.125)=0.642960$.

## Part (e): the classical end of the path

**Question.** Does the factor $1/\lambda$ make the integrand singular at $\lambda=0$? Find the leading behaviour of $\Delta F(\lambda)$ and discuss its use at $\lambda=1$.

**Answer.** Expand the bead average at fixed $c$. The linear term vanishes because $\overline\xi=0$:

$$\overline{V(c+\lambda\xi)}=V(c)+\tfrac12\lambda^2V''(c)\,\overline{\xi^2}+O(\lambda^3).$$

The free measure is even in $\xi$, so odd powers of $\lambda$ drop out of $Q$. With $\langle\overline{\xi^2}\rangle_0=\beta\hbar^2/12m$ for $P\to\infty$,

$$Q=1-\frac{\lambda^2\beta^2\hbar^2}{24m}\langle V''\rangle_{cl}+O(\lambda^4),\qquad \Delta F(\lambda)=\frac{\lambda^2\beta\hbar^2}{24m}\langle V''\rangle_{cl}+O(\lambda^4).$$

The integrand starts linearly in $\lambda$. The excess kinetic energy vanishes as $\lambda^2$ and removes the apparent singularity.

Here $V''=12gx^2$. The substitution of part (a) gives $\langle x^2\rangle_{cl}=\Gamma(\tfrac34)/[\Gamma(\tfrac14)\sqrt{\beta g}]$, hence $\langle V''\rangle_{cl}=2.027935$ at $\beta=4$. At $\lambda=1$ the leading term is

$$\frac{4}{24}\times2.027935=0.337989,$$

which exceeds the exact $\Delta F$ by $3.4\%$ of the latter. Relative to the leading term, the deviation of $\Delta F(\lambda)$ is $3.9\times10^{-3}$ at $\lambda=0.10$ and $1.0\times10^{-3}$ at $\lambda=0.05$, as expected for a next term smaller by $\lambda^2$.

The good agreement at $\lambda=1$ does not mean that the next term is small. Continued as $\lambda^2$, the relative deviation seen at small $\lambda$ would reach about $40\%$ there. The actual deviation levels off instead and stays between $3\%$ and $4\%$ from $\lambda\approx0.4$ to $1$. Since $E_n(\lambda)=\lambda^{4/3}E_n$ and $Z_{cl}\propto\beta^{-3/4}$, the relative deviation at path scale $\lambda$ equals that at $\lambda=1$ and inverse temperature $\beta\lambda^{4/3}$, so the leading term is good to $4\%$ at all temperatures above the present one as well. The agreement does not persist on cooling: the leading term is too large by about $10\%$ at $\beta=8$ and $40\%$ at $\beta=20$. The leading term is

$$\frac{\hbar^2}{2m}\,\frac{\Gamma(3/4)}{\Gamma(1/4)}\sqrt{\beta g},$$

which grows without limit as $T\to0$. In the same limit $F\to E_0$, while $F_{cl}\to0$ because $\ln Z_{cl}$ grows in magnitude only as $\tfrac34\ln\beta$. The true difference therefore tends to $E_0$. At high temperature, the leading term divided by $k_BT$ vanishes as $\beta^{3/2}$, which is the classical limit.

## Part (f): Monte Carlo evaluation

**Question.** Give a sampling scheme for fixed $\lambda$ that needs no spring energy in its acceptance rule. Evaluate the integral with $P=32$ and compare it with the eigenvalue result, keeping the sources of error apart.

**Answer.** Draw an independent free fluctuation $\eta$ and propose

$$\xi'=\sqrt{1-a^2}\,\xi+a\,\eta,\qquad 0<a\le1 .$$

If $\xi$ has the free covariance $C$, then $\xi'$ has covariance $(1-a^2)C+a^2C=C$. The cross-covariance $\sqrt{1-a^2}\,C$ is symmetric, so the joint Gaussian distribution of $(\xi,\xi')$ is unchanged when the two are exchanged. The proposal is thus reversible with respect to the free measure. Detailed balance for the full weight follows from accepting with probability

$$\min\Big\{1,\;e^{-\beta[\overline{V(c+\lambda\xi')}-\overline{V(c+\lambda\xi)}]}\Big\}.$$

A symmetric Gaussian step of the centroid is accepted by the same rule, with $c$ changed instead of $\xi$.

The run used $a=0.6$, a root-mean-square centroid step of $0.7$, and $1500$ independent walkers. Each made $150$ discarded and $450$ measured sweeps at each $\lambda$. The standard error is the scatter of the walker means divided by $\sqrt{1500}$.

The integral over $\lambda$ uses six-point Gauss–Legendre quadrature with weights $w$. The $P$-bead column below contains no random numbers. On a position grid $Z_P$ is the trace of the $P$-th power of the short-time kernel matrix, and the slope follows from a central difference in $\lambda$.

| $\lambda$ | $w$ | Exact | $P=32$ | Monte Carlo |
|---|---|---|---|---|
| 0.03377 | 0.08566 | 0.02280 | 0.02278 | 0.02282(7) |
| 0.16940 | 0.18038 | 0.11229 | 0.11214 | 0.11183(34) |
| 0.38069 | 0.23396 | 0.24566 | 0.24496 | 0.24622(65) |
| 0.61931 | 0.23396 | 0.40638 | 0.40384 | 0.40362(90) |
| 0.83060 | 0.18038 | 0.54608 | 0.53998 | 0.53986(109) |
| 0.96623 | 0.08566 | 0.62488 | 0.61534 | 0.61675(126) |

Parentheses give the standard error in the last digits. The weighted sum of the last column is

$$0.00195+0.02017+0.05761+0.09443+0.09738+0.05283=0.32437 .$$

The nodes are sampled independently, so the error is $\sqrt{\sum w^2\sigma^2}=0.00035$. Three errors can now be distinguished.

1. **Quadrature.** Applied to the exact integrand, the six-point rule misses $\Delta F$ by about $2\times10^{-7}$, which is negligible here.

2. **Finite $P$.** Write $S(\tau)$ for the symmetric product of part (b). As a formal series $S(-\tau)S(\tau)=1$, so $\ln S$ is odd in $\tau$ and has the form $-\tau(H+\tau^2C_2+\dots)$, with $C_2$ an operator independent of $\tau$. To first order in the perturbation, $F_P-F=\tau^2\langle C_2\rangle+O(\tau^4)$, where $F_P=-k_BT\ln Z_P$. The error thus falls as $1/P^2$. The kernel matrix gives $\Delta F_P=0.324085$, $0.326101$ and $0.326616$ for $P=32$, $64$ and $128$, with errors $-0.002705$, $-0.000689$ and $-0.000173$. The last two have the ratio $3.98$, close to $4$. Eliminating the $1/P^2$ term between them gives $(4\times0.326616-0.326101)/3=0.326788$.

3. **Statistics.** The Monte Carlo result differs from the 32-bead value by $0.32437-0.32409=0.00028$, or $0.8$ standard errors.

Direct comparison with the eigenvalue result gives a discrepancy of $-0.0024$, about seven standard errors. It comes from the finite number of beads. Removing the known $P=32$ error gives

$$0.32437+0.00271=0.3271\pm0.0004,$$

against the exact $0.3268$. This correction uses the exact spectrum, so it adds no evidence beyond the comparison at equal $P$. When the spectrum is unknown, runs at several $P$ can supply the extrapolation. The leading error can also be estimated at a single $P$. With $K=p^2/2m$, the Baker–Campbell–Hausdorff series gives $C_2=\tfrac1{12}[K,[K,V]]+\tfrac1{24}[V,[K,V]]$, with $[V,[K,V]]=\hbar^2V'^2/m$. The thermal average of $[H,[K,V]]$ vanishes, so $\langle[K,[K,V]]\rangle=-\langle[V,[K,V]]\rangle$ and the coefficients combine to $-\tfrac1{12}+\tfrac1{24}=-\tfrac1{24}$, which leaves $\langle C_2\rangle=-\hbar^2\langle V'^2\rangle/24m$. With the bead average of $V'^2$ at $P=32$ this gives a correction of $0.002698$, against the actual $0.002705$.

## Part (g): is the gradual path necessary?

**Question.** Estimate $\Delta F_P$ from the classical ensemble alone. Explain why the variance is finite, and compare the method with the $\lambda$ integral for one oscillator and for many independent ones.

**Answer.** Dividing and multiplying by $e^{-\beta V(c)}$ in $Q(1)$ gives

$$\Delta F_P=-k_BT\ln\langle W\rangle,\qquad W=e^{-\beta[\overline{V(c+\xi)}-V(c)]},$$

with $c$ from the classical distribution and $\xi$ from the free one. The variable $t=\beta gc^4$ has density proportional to $t^{-3/4}e^{-t}$, so $c$ can be drawn directly from a gamma variate and a random sign. For convex $V$, Jensen's inequality and $\overline\xi=0$ give $\overline{V(c+\xi)}\ge V(c)$. Hence $0<W\le1$ and the variance is finite. A non-convex potential loses this bound.

From $10^5$ independent samples, $\langle W\rangle=0.27414$, with standard deviation relative to the mean $r=0.953$. Linearising the logarithm to propagate the error,

$$\Delta F_P=-0.25\ln0.27414=0.3235,\qquad \delta=\frac{0.25\times0.953}{\sqrt{10^5}}=0.0008 .$$

This agrees with the 32-bead value $0.3241$. The $\lambda$ integral reached an error about half as large, but used $6\times1500\times600=5.4\times10^6$ path updates. For one oscillator at this temperature, the one-step estimate is the more economical of these two calculations per path generated.

For $N$ independent oscillators the weight is a product. Its second moment divided by its squared mean is $(1+r^2)^N$, so its relative variance is

$$(1+r^2)^N-1 .$$

With $r^2\approx0.908$ and $N=10$ this is about $640$. A $10\%$ relative error in the mean weight then needs roughly $640/0.01=6.4\times10^4$ samples, and the requirement grows exponentially with $N$.

In the $\lambda$ integral the estimator is a sum of $N$ independent terms. Its mean and its variance both grow as $N$, so at a fixed number of independent samples the absolute error of $\Delta F$ grows only as $\sqrt N$ and its relative error falls as $1/\sqrt N$. Obtaining such samples needs moves that stay accepted as $N$ grows, for instance one oscillator at a time: the path move of part (f) with $a=0.6$, applied to all oscillators at once at $\lambda=1$, is accepted with probability about $0.73$, $0.2$ and $0.02$ for $N=1$, $10$ and $30$. The gradual path is unnecessary for one oscillator here. For many, it avoids the exponential cost of averaging the product weight as a whole. For strictly independent oscillators that cost can also be avoided by averaging each factor $W$ separately, which at $N=10$ and $6.4\times10^4$ samples lowers the error of the mean weight from $10\%$ to $\sqrt{Nr^2/(6.4\times10^4)}\approx1.2\%$. The comparison matters for coupled degrees of freedom, where the weight does not factorise; that case is not treated here.
